# How Far Does an Adiabatic Estimate Overstate Filament Heating?

**Question.** A capacitance of 1 pF, charged to 2 V, discharges through a total resistance of 1 kΩ. Part of that resistance is a conducting filament in a resistive memory cell, and the filament loses its heat with a relaxation time of 10 ps. How hot does it get, how far off is the estimate that divides the energy received by the heat capacity, and how does the error scale?

**Answer.**

## The heating pulse

Let the filament already conduct at $t=0$, and let all resistances be constant. The capacitor voltage obeys $C\,dV/dt=-V/R$, so $V=V_0e^{-t/RC}$ with $RC=1$ ns. If the filament holds a share $f=R_f/R$ of the resistance, its heating power is

$$P(t)=\left(\frac{V}{R}\right)^2R_f=P_0e^{-t/\tau_p},\qquad P_0=\frac{fV_0^2}{R},\qquad \tau_p=\frac{RC}{2}.$$

The factor of one half arises because power goes as the square of the voltage. Here $\tau_p=0.5$ ns. The filament receives the total energy

$$E_f=\int_0^\infty P\,dt=P_0\tau_p=f\,\frac{CV_0^2}{2}.$$

The capacitor stores 2 pJ, of which the filament gets the share $f$.

The adiabatic estimate keeps all of this energy in the filament's heat capacity $C_{th}$:

$$\Delta T_{ad}=\frac{E_f}{C_{th}}.$$

## The heat balance

Treat the filament as a single thermal node, joined to surroundings at fixed temperature $T_0$ by a thermal resistance $R_{th}$. Its rise $\Delta T=T-T_0$ obeys

$$C_{th}\frac{d\Delta T}{dt}=P(t)-\frac{\Delta T}{R_{th}},\qquad \tau=R_{th}C_{th}.$$

Divide by $C_{th}$ and multiply by $e^{t/\tau}$. The two terms in $\Delta T$ then form one derivative:

$$\frac{d}{dt}\left(\Delta T\,e^{t/\tau}\right)=\frac{P_0}{C_{th}}\,e^{t(1/\tau-1/\tau_p)}.$$

Define $x=\tau/\tau_p$, so that $1/\tau-1/\tau_p=(1-x)/\tau$. Integrating from $\Delta T(0)=0$, and using $\tau/C_{th}=R_{th}$, gives for $x\neq1$

$$\Delta T(t)=\frac{P_0R_{th}}{1-x}\left(e^{-t/\tau_p}-e^{-t/\tau}\right).$$

At the peak the derivative vanishes, so $e^{-t/\tau_p}/\tau_p=e^{-t/\tau}/\tau$. Rearranged, this is $e^{t(1-x)/\tau}=1/x$, and the peak time is

$$t^*=\frac{\tau\ln(1/x)}{1-x}.$$

With zero derivative, the heat balance itself says $\Delta T=R_{th}P(t^*)$. Since $t^*/\tau_p=x\ln(1/x)/(1-x)$,

$$\Delta T_{pk}=P_0R_{th}\,x^{x/(1-x)}.$$

The adiabatic rise in the same variables is $P_0\tau_p/C_{th}=P_0R_{th}/x$. Dividing, and using $1+x/(1-x)=1/(1-x)$,

$$\frac{\Delta T_{pk}}{\Delta T_{ad}}=x^{1/(1-x)}.$$

At $x=1$ the logarithm of the right side, $\ln x/(1-x)$, tends to $-1$, so the ratio is $1/e$. Direct numerical integration of the heat balance at $x=0.02$, 0.3, 1 and 5 reproduced this law to within one part in $10^5$.

## Size of the error

For the stated circuit $x=10/500=0.02$. The ratio is 0.0185, so the adiabatic estimate is too high by a factor of 54. Within this model the factor depends on $\tau/\tau_p$ alone. The voltage, the filament's share of the resistance and its heat capacity cancel. They do not cancel from the temperature itself, which the data in the question leave undetermined.

To obtain kelvins, take a cell of hafnium oxide between tungsten electrodes, with rough values: a cylindrical filament of length $L=10$ nm and radius $a=10$ nm, volumetric heat capacity $c=3$ MJ/(m³K), $R_f=200$ Ω and $T_0=300$ K. The other 800 Ω lie in the leads and the access device. Then $f=0.2$, and

$$P_0=0.2\times\frac{(2\ \mathrm V)^2}{1\ \mathrm{k\Omega}}=0.8\ \mathrm{mW},\qquad E_f=0.2\times2\ \mathrm{pJ}=0.4\ \mathrm{pJ},$$

$$C_{th}=c\,\pi a^2L=9.42\ \mathrm{aJ/K},\qquad R_{th}=\frac{\tau}{C_{th}}=1.06\ \mathrm{K/\mu W}.$$

The adiabatic rise is $0.4\ \mathrm{pJ}/(9.42\ \mathrm{aJ/K})\approx42\,000$ K. The heat balance gives a peak rise of about 780 K, hence a temperature near 1080 K, at $t^*=40$ ps.

## Where the energy has gone

By the time of the peak the filament has received 30.7 fJ, which is 7.7 % of the 400 fJ it will eventually receive. It still holds 7.4 fJ, or 24 % of what has arrived. The product $0.077\times0.24$ is the ratio 0.0185. Thus the adiabatic estimate makes two errors at once: it counts energy that has not yet arrived, and it keeps energy that has already left. The later energy cannot raise the peak, because after $t^*$ heat leaves faster than it enters.

The estimate does hold at the very start. Expanding both exponentials to second order in $t$ gives

$$\Delta T\simeq\frac{P_0}{C_{th}}\left[t-\frac{t^2}{2}\left(\frac1\tau+\frac1{\tau_p}\right)\right].$$

The energy delivered up to time $t$, divided by $C_{th}$, is $(P_0/C_{th})[t-t^2/(2\tau_p)]$ to the same order. The true rise divided by this running adiabatic rise is therefore $1-t/(2\tau)$ to first order. The comparison at several times is:

| Time | Running adiabatic rise | Heat balance |
|---|---|---|
| 1 ps | 85 K | 81 K |
| 10 ps | 840 K | 530 K |
| 100 ps | 7,700 K | 710 K |
| 1 ns | 36,700 K | 117 K |

The running estimate is already 10 % above the true rise at 1.9 ps. (The numerical output prints 1.71 ps for this time because its root search stops at a tolerance of 2 ps.)

## Scaling and the two limits

**Fast relaxation, $x\ll1$.** Here $x^{x/(1-x)}$ tends to 1, and

$$\Delta T_{pk}\approx P_0R_{th}=\frac{fV_0^2R_{th}}{R},\qquad \frac{\Delta T_{ad}}{\Delta T_{pk}}\approx\frac{\tau_p}{\tau}=\frac{RC}{2\tau}.$$

The first expression is the steady rise at the initial power. For the example it is 850 K, about 8 % above the peak of 780 K. The second gives 50 instead of 54. The peak is now set by power, not by energy. With the other quantities fixed, doubling $C$ doubles the adiabatic estimate but leaves the peak nearly unchanged; the filament merely stays hot for longer.

**Slow relaxation, $x\gg1$.** The logarithm of the ratio is $-\ln x/(x-1)$, which tends to zero, so the adiabatic estimate becomes right. The approach is slow. For the true peak to reach 90 % of the adiabatic value with this circuit, $\tau$ must be 17 ns, some 35 times $\tau_p$. A relaxation time merely equal to the pulse time leaves the ratio at $1/e$.

For any $x$, the factor $x^{x/(1-x)}$ is below 1: for $x<1$ a number below 1 is raised to a positive power, and for $x>1$ a number above 1 is raised to a negative power. The same argument applies to $x^{1/(1-x)}$. Hence both $P_0R_{th}$ and $E_f/C_{th}$ are upper bounds on the peak in this model, and the smaller of them is the useful one.

## Does a single node suffice?

A uniform filament cooled equally at both ends is hottest in the middle. Consider a uniformly heated rod of conductivity $\kappa$ and cross-section $A$, with both ends held at $T_0$ and no loss through its sides:

$$c\,\frac{\partial\theta}{\partial t}=\kappa\frac{\partial^2\theta}{\partial z^2}+\frac{P(t)}{AL}.$$

Expand the rise as $\theta=\sum_n\theta_n(t)\sin(n\pi z/L)$. Uniform heating has the expansion $1=\sum_{n\ \mathrm{odd}}(4/n\pi)\sin(n\pi z/L)$, so only odd modes are driven:

$$\frac{d\theta_n}{dt}=\frac{4}{n\pi}\frac{P(t)}{C_{th}}-\frac{n^2}{\tau}\theta_n,\qquad \tau=\frac{cL^2}{\pi^2\kappa}.$$

This is the single-node equation with $\tau$ replaced by $\tau/n^2$ and the power weighted by $4/(n\pi)$. Its solution is

$$\theta_n=\frac{4P_0R_{th}}{n\pi}\,\frac{e^{-t/\tau_p}-e^{-n^2t/\tau}}{n^2-x}.$$

Summing the modes gives a peak of 970 K at the midpoint and 650 K for the average along the rod. The single node's 780 K lies between them. Measured against the same adiabatic rise, the overestimate is a factor of 44 for the midpoint and 66 for the average.

The rod also shows what a 10 ps relaxation requires: $\kappa=cL^2/(\pi^2\tau)=3.0$ W/(m K). The chosen resistance implies a resistivity $R_fA/L$ of 630 μΩ cm, for which the Wiedemann–Franz law gives an electronic conductivity of 1.2 W/(m K) at 300 K and 4.2 at 1084 K. The assumed thermal and electrical properties are of the same order, but the electronic part alone exceeds 3.0 W/(m K) when the filament is hot, so a constant $\kappa$ overstates the rise. If the lattice carries a fixed 1.9 W/(m K) and the electronic part follows the Wiedemann–Franz law at the local temperature, the total is 3.0 only at 300 K, and the rod's peak rise falls to about 690 K at the midpoint and 490 K on average.

## Beside a real cell

In hafnium-oxide memory, stray capacitance can discharge through a filament that has just formed. An oxide thickness near 10 nm is realistic, but 2 mA is a high current for such a cell, and the 10 nm radius is correspondingly generous. Perfect thermal contact with the electrodes is also an idealization. With a contact conductance $h$ per unit area at each end, the slowest mode is $\cos(qz)$ measured from the middle. Matching the heat flow at the end, $\kappa q\sin(qL/2)=h\cos(qL/2)$, and writing $y=qL/2$,

$$y\tan y=\frac{hL}{2\kappa},\qquad \tau'=\frac{c}{\kappa q^2}=\frac{cL^2}{4\kappa y^2}.$$

Keep $\kappa$ fixed and use $\tau'$ in the single-node formula. A rough $h=1$ GW/(m²K) gives $\tau'=24$ ps, a peak rise near 1700 K and an overestimate of 24. For 0.2 GW/(m²K) the values are 83 ps, 4900 K and 8.6. These cells no longer have the 10 ps relaxation of the question, and the last temperature lies beyond hafnia's melting point of roughly 3000 K, where the linear model fails. The adiabatic estimate remains poor in both cases.

## Other corrections

Each correction below is applied alone to the single-node result of 780 K; they need not add.

**Loss into the oxide.** Let the rise along the filament follow $\sin(qz)$, now with $q=\pi/L$ and $z$ measured from one end. In oxide between the same cold electrodes, the steady profile falls off with radius as $K_0(qr)$, a modified Bessel function. Per unit length and unit rise, the side loss is $2\pi a\kappa_{ox}qK_1(qa)/K_0(qa)$, while conduction along the filament removes $\kappa\pi a^2q^2$. Their ratio is

$$g=\frac{2\kappa_{ox}}{\kappa qa}\frac{K_1(qa)}{K_0(qa)}.$$

For $\kappa_{ox}=1$ W/(m K) this is 24 %. With the heat stored in the oxide left out, this loss shortens the relaxation and lowers the peak rise to 640 K. Stored heat would slow the cooling after an abrupt end of the power. In this pulse the late cooling simply follows the power, with time constant $\tau_p$. The rise is also taken as uniform across the filament's radius; in fact the surface is cooler than the axis, which makes the steady side loss smaller than this estimate, about 20 %. With the radial profile and the oxide's stored heat (same $c$) included, the rod's average peak falls from 650 to about 530 K, but the midpoint on the axis falls only from 970 to about 910 K.

**Rising resistance.** If $R_f$ grows by a rough $5\times10^{-4}$ of its initial value per kelvin, integrating the coupled circuit and heat equations gives a peak rise of 960 K.

**Warm electrodes.** Half the heat flow at the peak, spreading from a disk of radius $a$ into tungsten with a rough 100 W/(m K), would warm the contact by about 100 K in the steady state, according to Fourier's law. The disk radius is comparable with the electron mean free path in tungsten, roughly 10 nm, so this is an underestimate; a rough ballistic term more than doubles it.

**Electrons hotter than the lattice.** Dividing the initial power density by a rough coupling of $10^{18}$ W/(m³K) gives a gap of about 250 K, with heat conduction by the electrons ignored. Conduction narrows the gap: in a steadily heated rod where electrons carry 1.2 of the 3.0 W/(m K), it is between 150 and 160 K at the midpoint. That share is the 300 K value; with the electronic conductivity rising in proportion to the electron temperature, the gap is near 90 K. A single temperature is therefore only approximate.

**Inductance.** A lead inductance of 1 nH gives $L_{lead}/R=1$ ps, short beside both $\tau$ and $\tau_p$.

The division of resistance matters more than several of these. If the filament held the whole 1 kΩ, with its size and thermal properties unchanged, the power would be five times larger. The adiabatic rise would be 210,000 K and the heat balance would give 3900 K. The overestimate would still be 54, but the filament would pass the melting point, and the constant-property model could no longer supply its temperature. The remaining values are in the numerical output.

## Computed values

```
Capacitance: 1 pF
Initial voltage: 2 V
Total resistance: 1 kohm
Filament resistance: 200 ohm
Filament length: 10 nm
Filament radius: 10 nm
Volumetric heat capacity: 3 MJ/(m3 K)
Bath temperature: 300 K
Thermal relaxation time tau: 10 ps
Voltage decay time RC: 1 ns
Power decay time tau_p: 0.5 ns
x = tau/tau_p: 0.02 (no unit)
Stored energy: 2 pJ
Energy into filament: 0.4 pJ
Initial current: 2 mA
Initial filament power: 0.8 mW
Filament heat capacity: 9.425 aJ/K
Thermal resistance: 1.061 K/uW
Adiabatic rise: 42441 K
Steady rise P0*Rth: 848.8 K
Peak rise: 783.7 K
Peak temperature: 1084 K
Time of peak: 39.92 ps
Peak/adiabatic: 0.01847 (no unit)
Adiabatic overestimate factor: 54.16 (no unit)
Heat delivered by peak: 30.69 fJ
Heat still held at peak: 7.386 fJ
Running adiabatic 10 % too high at: 1.71 ps
tau for 90 % peak/adiabatic: 17.3 ns
t = 1 ps: running adiabatic 84.8 K, model 80.7 K
t = 10 ps: running adiabatic 840.4 K, model 530.4 K
t = 100 ps: running adiabatic 7693.3 K, model 709.1 K
t = 1000 ps: running adiabatic 36697.5 K, model 117.2 K
Rod: peak of mean rise: 645 K
Rod: peak of midpoint rise: 967 K
Filament conductivity implied by tau: 3.04 W/(m K)
Filament resistivity: 628 uohm cm
Wiedemann-Franz conductivity at 300 K: 1.17 W/(m K)
Wiedemann-Franz conductivity at 1084 K: 4.21 W/(m K)
All 1 kohm in filament: adiabatic rise: 2.12e+05 K
All 1 kohm in filament: peak rise: 3.92e+03 K
Hafnia melting point (rough input): 3e+03 K
Contacts 1.0 GW/(m2 K): tau 24 ps, overestimate 24.4, peak rise 1739 K
Contacts 0.2 GW/(m2 K): tau 83 ps, overestimate 8.6, peak rise 4946 K
Side loss (oxide 1 W/(m K)): +24 % conductance, peak rise 639 K
Electrode (100 W/(m K)) steady heating: 100 K
Resistance coefficient 5e-04 1/K: peak rise 962 K
Electron-lattice gap at 1e+18 W/(m3 K): 255 K
Lead inductance 1 nH: L/R = 1.0 ps
Oxide field before switching: 2 MV/cm
```
